# Magnons of the canted Heisenberg antiferromagnet in a magnetic field

Spins of length \(S\) sit on a Bravais lattice of \(N\) sites. The lattice is bipartite: it splits into two sublattices such that each of the \(z\) nearest neighbours of a site belongs to the other one. The Hamiltonian is

\[
H=J\sum_{\langle ij\rangle}\mathbf S_i\cdot\mathbf S_j-h\sum_i S_i^z ,\qquad J>0,\quad h=g\mu_B B\ge 0 ,
\]

with each bond counted once and spins measured in units of \(\hbar\). For electrons the Zeeman energy is \(+g\mu_B\mathbf B\cdot\mathbf S\), so the axis \(\hat{\mathbf z}\), along which the field favours the spins, points opposite to \(\mathbf B\). The sign \(\eta_i=\pm1\) labels the sublattices, and the ordering vector \(\mathbf Q\) is defined by \(e^{i\mathbf Q\cdot\mathbf r_i}=\eta_i\). Mode frequencies are written as energies: \(\omega\) stands for \(\hbar\) times the angular frequency.

**(a) Treat the spins as classical vectors of length \(S\). Find the ground state and the field at which it becomes fully polarized.**

Each site belongs to \(z\) bonds, so the field term can be shared among the bonds, each receiving \(-(h/z)\hat{\mathbf z}\cdot(\mathbf S_i+\mathbf S_j)\). Since \(|\mathbf S_i+\mathbf S_j|^2=2S^2+2\,\mathbf S_i\cdot\mathbf S_j\), the energy of one bond is

\[
\frac J2|\mathbf S_i+\mathbf S_j|^2-JS^2-\frac hz\,\hat{\mathbf z}\cdot(\mathbf S_i+\mathbf S_j)
=\frac J2\left|\mathbf S_i+\mathbf S_j-\frac{h}{zJ}\hat{\mathbf z}\right|^2-JS^2-\frac{h^2}{2z^2J}.
\]

The square is at best zero, which requires

\[
\mathbf S_i+\mathbf S_j=\frac{h}{zJ}\,\hat{\mathbf z}.
\]

Two vectors of length \(S\) can do this if \(h/(zJ)\le 2S\). If the condition holds on every bond, all neighbours of a given site are parallel to each other, and on a connected lattice each sublattice is then uniform. The two sublattices have equal \(z\) components and opposite transverse components. With \(\theta\) the angle between a spin and \(\hat{\mathbf z}\), \(2S\cos\theta=h/(zJ)\), or

\[
\cos\theta=\frac{h}{h_s},\qquad h_s=2zJS .
\]

There are \(Nz/2\) bonds, so the energy per spin is

\[
\frac EN=-\frac{zJS^2}{2}-\frac{h^2}{4zJ}.
\]

Because every bond is at its own minimum, this is the global minimum. For \(h>h_s\) the sum \(\mathbf S_i+\mathbf S_j\) cannot reach the required length; the closest choice is both spins along \(\hat{\mathbf z}\). Saturation therefore occurs at \(h_s=2zJS\). The factor 2 belongs to the convention of counting each bond once.

The direction of the transverse components is free. We choose it along \(\pm\hat{\mathbf x}\). At \(h=0\) any axis would do for the antiparallel spins; the limit \(h\to0\) selects an axis perpendicular to the field.

**(b) For \(0<h<h_s\), expand \(H\) to second order in small deviations from the canted state.**

Give each site a right-handed set of axes \(\mathbf u_i,\hat{\mathbf y},\mathbf e_i\), with \(\mathbf e_i\) along the equilibrium spin:

\[
\mathbf e_i=\cos\theta\,\hat{\mathbf z}+\eta_i\sin\theta\,\hat{\mathbf x},\qquad
\mathbf u_i=\cos\theta\,\hat{\mathbf x}-\eta_i\sin\theta\,\hat{\mathbf z}.
\]

In the Holstein–Primakoff representation the component along \(\mathbf e_i\) is \(S-n_i\), with \(n_i=a_i^\dagger a_i\). Define \(x_i=(a_i+a_i^\dagger)/\sqrt2\) and \(p_i=(a_i-a_i^\dagger)/(i\sqrt2)\). Then, to leading order in \(1/S\),

\[
\mathbf S_i\simeq\mathbf e_i(S-n_i)+\sqrt S\,(x_i\mathbf u_i+p_i\hat{\mathbf y}),\qquad [x_i,p_j]=i\delta_{ij},\qquad n_i=\tfrac12(x_i^2+p_i^2-1).
\]

As a check, the commutator of the two transverse components is \(iS\), which is \(i\) times the leading longitudinal component, as spin algebra demands.

For neighbours \(\eta_j=-\eta_i\), and the scalar products are

\[
\mathbf e_i\cdot\mathbf e_j=\cos^2\theta-\sin^2\theta=\cos2\theta,\qquad
\mathbf u_i\cdot\mathbf u_j=\cos2\theta,
\]
\[
\mathbf e_i\cdot\mathbf u_j=(\eta_i-\eta_j)\sin\theta\cos\theta=-\eta_j\sin2\theta .
\]

The vector \(\hat{\mathbf y}\) is perpendicular to all the others.

*Linear terms.* Site \(j\) receives \(-JS^{3/2}\eta_j\sin2\theta\,x_j\) from each of its \(z\) neighbours. The field gives \(-h\sqrt S\,x_j\,\hat{\mathbf z}\cdot\mathbf u_j=+h\sqrt S\,\eta_j\sin\theta\,x_j\). The sum is

\[
\sqrt S\,\eta_j\sin\theta\,(h-2zJS\cos\theta)\,x_j=0 ,
\]

which vanishes by the result of (a), as it must at an energy minimum.

*Quadratic terms.* The number \(n_i\) appears with \(-JS\cos2\theta\) from each of \(z\) bonds and with \(+h\cos\theta\) from the field. Using \(h=2zJS\cos\theta\), its coefficient is

\[
h\cos\theta-zJS\cos2\theta=2zJS\cos^2\theta-zJS(2\cos^2\theta-1)=zJS .
\]

This is the strength of the total field, external plus exchange, acting on one spin. It does not depend on \(h\) in the canted phase. Together with the products of transverse components,

\[
H_2=zJS\sum_i n_i+JS\sum_{\langle ij\rangle}\left(\cos2\theta\,x_ix_j+p_ip_j\right).
\]

Products such as \(n_ix_j\) are of third order and are dropped.

**(c) Find the magnon energies.**

Write \(x_i=N^{-1/2}\sum_{\mathbf k}x_{\mathbf k}e^{i\mathbf k\cdot\mathbf r_i}\), likewise for \(p_i\), with \([x_{\mathbf k},p_{-\mathbf k'}]=i\delta_{\mathbf k\mathbf k'}\). Let \(\boldsymbol\delta\) run over the neighbour vectors and define

\[
\gamma_{\mathbf k}=\frac1z\sum_{\boldsymbol\delta}\cos(\mathbf k\cdot\boldsymbol\delta).
\]

A sum over bonds is half the sum over sites and neighbours, so \(\sum_{\langle ij\rangle}x_ix_j=\frac z2\sum_{\mathbf k}\gamma_{\mathbf k}x_{\mathbf k}x_{-\mathbf k}\). Inserting \(n_i\) gives

\[
H_2=\frac12\sum_{\mathbf k}\left(X_{\mathbf k}x_{\mathbf k}x_{-\mathbf k}+P_{\mathbf k}p_{\mathbf k}p_{-\mathbf k}\right)-\frac{NzJS}{2},
\]
\[
X_{\mathbf k}=zJS(1+\gamma_{\mathbf k}\cos2\theta),\qquad P_{\mathbf k}=zJS(1+\gamma_{\mathbf k}).
\]

\(X_{\mathbf k}\) is the stiffness against deviations in the canting plane, and \(P_{\mathbf k}\) the stiffness against deviations out of it. The Heisenberg equations follow from the commutators \([x_{\mathbf k},H_2]=iP_{\mathbf k}p_{\mathbf k}\) and \([p_{\mathbf k},H_2]=-iX_{\mathbf k}x_{\mathbf k}\):

\[
\hbar\dot x_{\mathbf k}=P_{\mathbf k}p_{\mathbf k},\qquad \hbar\dot p_{\mathbf k}=-X_{\mathbf k}x_{\mathbf k}.
\]

Differentiating the first and inserting the second gives \(\hbar^2\ddot x_{\mathbf k}=-X_{\mathbf k}P_{\mathbf k}x_{\mathbf k}\), hence

\[
\omega_{\mathbf k}=\sqrt{X_{\mathbf k}P_{\mathbf k}}=zJS\sqrt{(1+\gamma_{\mathbf k})(1+\gamma_{\mathbf k}\cos2\theta)} .
\]

Here \(\mathbf k\) runs over the zone of the original lattice. The canted order doubles the unit cell, and \(\mathbf Q\) becomes a reciprocal lattice vector. In the smaller magnetic zone there are thus two branches, \(\omega_{\mathbf k}\) and \(\omega_{\mathbf k+\mathbf Q}\). Since \(e^{i\mathbf Q\cdot\boldsymbol\delta}=-1\), the second follows from the first by \(\gamma_{\mathbf k}\to-\gamma_{\mathbf k}\).

At \(h=0\), \(\cos2\theta=-1\) and \(\omega_{\mathbf k}=zJS\sqrt{1-\gamma_{\mathbf k}^2}\): the branches coincide, and both are gapless at the zone centre.

**(d) Evaluate the two modes at the centre of the magnetic zone, describe their motion, and say which symmetry protects each.**

*The mode at \(\mathbf k=0\).* Here \(\gamma=1\), so \(P_0=2zJS\), \(X_0=zJS(1+\cos2\theta)=2zJS\cos^2\theta\), and

\[
\omega_0=2zJS\cos\theta=h .
\]

This is the Larmor energy of a free spin; the exchange constant has cancelled. To first order the transverse total spin is \(S^x_{\rm tot}=\sqrt S\cos\theta\sum_ix_i\) and \(S^y_{\rm tot}=\sqrt S\sum_ip_i\). The equations of motion become

\[
\hbar\dot S^x_{\rm tot}=P_0\cos\theta\,S^y_{\rm tot}=h\,S^y_{\rm tot},\qquad
\hbar\dot S^y_{\rm tot}=-\frac{X_0}{\cos\theta}S^x_{\rm tot}=-h\,S^x_{\rm tot}.
\]

The total spin moves on a circle, although each spin moves on an ellipse in its local frame.

The result survives beyond the expansion. Isotropic exchange commutes with every component of the total spin, and \([S^z_{\rm tot},S^-_{\rm tot}]=-S^-_{\rm tot}\). Therefore

\[
[H,S^-_{\rm tot}]=h\,S^-_{\rm tot}.
\]

Acting on the ground state \(|\psi_0\rangle\), of energy \(E_0\), this gives \(H S^-_{\rm tot}|\psi_0\rangle=(E_0+h)S^-_{\rm tot}|\psi_0\rangle\). For \(h>0\) a ground state of total spin \(T\) has \(S^z_{\rm tot}=T\), since otherwise \(S^+_{\rm tot}\) would produce a state lower by \(h\). The squared norm of \(S^-_{\rm tot}|\psi_0\rangle\) is then \(2T\), so whenever \(T>0\) there is an eigenstate lying exactly \(h\) above the ground state. This statement concerns \(\mathbf k=0\) only. Elsewhere the energy of the branch varies with \(\mathbf k\), and the argument does not tie it to \(h\).

*The mode at \(\mathbf k=\mathbf Q\).* Here \(\gamma=-1\), so \(P_{\mathbf Q}=0\), \(X_{\mathbf Q}=2zJS\sin^2\theta\), and \(\omega_{\mathbf Q}=0\). The free displacement is \(p_i\propto\eta_i\). Compare a rotation of the whole spin pattern about the field by a small angle \(\varphi\):

\[
\delta\mathbf S_i=\varphi\,\hat{\mathbf z}\times S\mathbf e_i=\varphi S\sin\theta\,\eta_i\,\hat{\mathbf y}.
\]

It is the same displacement. It costs nothing because \(H\) is symmetric under rotations about \(\hat{\mathbf z}\), while the canted state has picked one direction: this is the Goldstone mode. At \(\mathbf Q\) itself the motion is a drift and not an oscillation, since \(\dot x_{\mathbf Q}=0\) and \(\hbar\dot p_{\mathbf Q}=-X_{\mathbf Q}x_{\mathbf Q}\). A constant \(x_{\mathbf Q}\) changes the canting angle, and the pattern then turns steadily about the field.

The two modes rest on different symmetries, and anisotropy separates them. If the coupling of the \(z\) components is changed to \(J_z\ne J\), rotations about the field remain a symmetry, but the exchange no longer commutes with \(S^-_{\rm tot}\): the Larmor argument is lost, while the gapless mode stays as long as the ground state is canted. That proviso matters for \(J_z>J\): in a weak field the state with spins along \(\pm\hat{\mathbf z}\), of energy \(-zJ_zS^2/2\) per spin, lies below the best canted state, of energy \(-zJS^2/2-h^2/[2z(J+J_z)]\) at \(\cos\theta=h/[zS(J+J_z)]\); it picks no transverse direction, so the symmetry gives it no gapless mode. If the coupling of the \(x\) components is made larger, the transverse order is tied to \(\hat{\mathbf x}\), and the gapless mode acquires a gap as well.

**(e) Specialize to the simple cubic lattice, \(z=6\), with lattice constant \(a\). Find the long-wave form of both branches.**

For small \(k\), \(\gamma_{\mathbf k}=\frac13\sum_{\alpha}\cos k_\alpha a\simeq1-\epsilon\), with \(\epsilon=(ka)^2/6=(ka)^2/z\).

*Near \(\mathbf Q\).* Put \(\mathbf k=\mathbf Q+\mathbf q\), so that \(\gamma\simeq-1+\epsilon\) with \(\epsilon=(qa)^2/z\). Then

\[
\omega^2\simeq(zJS)^2\,\epsilon\,(2\sin^2\theta+\epsilon\cos2\theta).
\]

The fourth-order term of \(\gamma\), omitted here, adds \(-\epsilon\sin^2\theta\sum_\alpha q_\alpha^4/q^4\) to the bracket. It is always small beside \(2\sin^2\theta\), but it is comparable to \(\epsilon\cos2\theta\) except near saturation, so the second term is kept only to describe that limit. For \(\epsilon|\cos2\theta|\ll2\sin^2\theta\) the second term in the bracket is negligible and

\[
\omega_{\mathbf Q+\mathbf q}\simeq JS\sqrt{2z}\,\sin\theta\;qa .
\]

The slope falls to zero at saturation. There \(\sin\theta=0\), the other term takes over, and \(\omega\simeq zJS\,\epsilon=JS(qa)^2\): the sound-like mode has become quadratic.

*Near \(\mathbf k=0\), with \(h>0\).* Write \(c=\cos\theta\) and use \(1+\cos2\theta=2c^2\):

\[
\frac{\omega^2}{(zJS)^2}\simeq(2-\epsilon)(2c^2-\epsilon\cos2\theta)\simeq4c^2-\epsilon\,(2c^2+2\cos2\theta)=4c^2-\epsilon\,(6c^2-2).
\]

Dividing by \(4c^2\) and expanding the root for \(\epsilon\ll c^2\),

\[
\omega_{\mathbf k}\simeq h\left[1-\frac{3\cos^2\theta-1}{4z\cos^2\theta}(ka)^2\right].
\]

The Larmor energy is a local minimum of the branch for \(\cos^2\theta<1/3\) and a local maximum for \(\cos^2\theta>1/3\). The change occurs at \(h=h_s/\sqrt3\).

**(f) Find the magnons of the polarized state, and decide whether \(h_s=2zJS\) survives for quantum spins.**

Let \(|F\rangle\) be the state with all spins along \(\hat{\mathbf z}\), of energy \(E_F\), and let \(|i\rangle=S_i^-|F\rangle/\sqrt{2S}\) have one spin lowered by one unit. Lowering it costs \(h\). On each of the \(z\) bonds at site \(i\), \(S_i^zS_j^z\) changes from \(S^2\) to \(S(S-1)\), which contributes \(-JS\). The exchange term \(\frac J2S_j^-S_i^+\) moves the deviation to site \(j\) with amplitude \(\frac J2\sqrt{2S}\sqrt{2S}=JS\). Hence

\[
(H-E_F)|i\rangle=(h-zJS)|i\rangle+JS\sum_{\boldsymbol\delta}|i+\boldsymbol\delta\rangle .
\]

Plane waves diagonalize this, with no approximation:

\[
\omega_{\mathbf k}=h-zJS(1-\gamma_{\mathbf k}).
\]

The minimum is at \(\mathbf Q\), where \(\omega_{\mathbf Q}=h-2zJS=h-h_s\). The gapless mode of the canted phase therefore has a gap above saturation, where no transverse order remains to be rotated. At \(\mathbf k=0\) the energy is still \(h\). At \(h=h_s\) the formula gives \(zJS(1+\gamma_{\mathbf k})\), which agrees with (c) at \(\theta=0\).

For \(h<h_s\) the magnon at \(\mathbf Q\) has negative energy, so \(|F\rangle\) is not the ground state. For the converse, share the field among the bonds as in (a). A bond with total spin \(T\) has its lowest energy when its \(z\) component is \(T\):

\[
e(T)=\frac J2\left[T(T+1)-2S(S+1)\right]-\frac hz\,T,\qquad e(T)-e(T-1)=JT-\frac hz .
\]

Since \(T\le2S\), every such difference is negative when \(h>2zJS\), and the bond minimum is at \(T=2S\). The sum of the bond minima is a lower bound for the total energy, and \(|F\rangle\) attains it. So \(|F\rangle\) is the ground state above \(h_s\), and \(h_s=2zJS\) is exact for any \(S\).

The canted-phase dispersion at general \(\mathbf k\) has no such protection. It is the leading order in \(1/S\), and it presupposes that the canted order exists. The third-order terms dropped in (b) couple one magnon to two, with \(\mathbf k=\mathbf p+\mathbf p'+\mathbf Q\). On the simple cubic lattice, along \(\mathbf ka=(\pi-\kappa)(1,1,1)\), one has \(\gamma=-\cos\kappa\) and \(\omega^2\propto\kappa^2\left[1+\kappa^2\left(\frac{\cos2\theta}{4\sin^2\theta}-\frac1{12}\right)\right]\). The branch curves upward when \(3\cos2\theta>\sin^2\theta\), that is for \(h>2h_s/\sqrt7\approx0.756\,h_s\). Energy and momentum conservation then allow a magnon near \(\mathbf Q\) to decay into two, and \(\omega_{\mathbf k}\) need not be a sharp level.

**(g) Take a model simple cubic antiferromagnet with \(J=0.5\) meV, \(S=1\), \(g=2\) in a field of 20 T. Evaluate the results and examine how they depend on the field.**

Millielectronvolts suit these energies better than hartrees. With \(\mu_B=0.057884\) meV/T,

\[
h=2\times0.057884\times20=2.315\ \text{meV},\qquad h_s=2\times6\times0.5\times1=6\ \text{meV}.
\]

The saturation field is \(6/(2\times0.057884)=51.83\) T. The canting follows from \(\cos\theta=2.3154/6=0.3859\), so \(\theta=67.3^\circ\): at 20 T the spins are still closer to the transverse plane than to the field axis. Minimizing the energy of 64 classical spins from random starting directions gives \(-1.9467\) meV per spin, in agreement with (a). These are classical values. For quantum spins \(S=1\), the zero-point energy of \(H_2\), \(\frac1{2N}\sum_{\mathbf k}\omega_{\mathbf k}-zJS/2\), adds \(-0.102\) meV per spin at 20 T, and its field derivative lowers the moment along the field from 0.386 to 0.355. The canted-phase energies below, apart from the exact values at \(\mathbf k=0\) and \(\mathbf Q\), are likewise leading order in \(1/S\); in zero field the next order raises them by about 5%.

At \(\mathbf k=0\) the stiffnesses are \(P_0=6\) meV and \(X_0=6\times0.3859^2=0.8935\) meV, so

\[
\omega_0=\sqrt{6\times0.8935}=2.315\ \text{meV}=h ,
\]

or a frequency \(h/(2\pi\hbar)=559.8\) GHz. At \(\mathbf Q\), \(X_{\mathbf Q}=5.11\) meV but \(P_{\mathbf Q}=0\), and the energy vanishes. The slope there is \(0.5\times\sqrt{12}\times0.9225=1.60\) meV per unit of \(qa\).

Along \(\mathbf ka=(q,q,q)\), \(\gamma_{\mathbf k}=\cos q\), and the energies in meV are:

| \(q/\pi\) | 20 T | 40 T | 60 T |
|---|---|---|---|
| 0 | 2.315 | 4.631 | 6.946 |
| 0.25 | 2.781 | 4.176 | 6.067 |
| 0.5 | 3.000 | 3.000 | 3.946 |
| 0.75 | 1.986 | 1.510 | 1.825 |
| 1 | 0 | 0 | 0.946 |

At 20 T the branch rises from the Larmor energy, and at 40 T it falls. This is the sign change of (e), which lies at \(51.83/\sqrt3=29.92\) T. The field of 40 T is also just above the decay threshold of (f), \(2\times51.83/\sqrt7=39.18\) T: at \(q=0.75\pi\) two-magnon states of the same total momentum reach 0.008 meV below the tabulated energy. At \(q=\pi/2\), \(\gamma=0\), so neighbouring deviations drop out of \(H_2\) and the energy is the on-site coefficient of (b), \(zJS=3\) meV, throughout the canted phase. At 60 T the spins are polarized, and the gap at \(\mathbf Q\) is \(h-h_s=6.946-6=0.946\) meV.

The equations of motion of 64 spins, linearized numerically about the equilibrium state, reproduce \(\omega_{\mathbf k}^2\) at every wave vector of that cluster, for two fields below saturation and one above. The same linearization with anisotropic exchange tests the symmetry argument of (d) at 20 T. With \(J_z=0.9J\) the zone-centre modes are at 0 and 2.728 meV: one remains gapless, and the other has left the Larmor energy of 2.315 meV. With \(J_x=1.1J\) instead, they are at 1.279 and 2.693 meV, and neither property survives.

The exact statements were tested by diagonalizing two small quantum systems, a cube of eight spins \(\tfrac12\) (\(z=3\), \(h_s=3J\)) and a ring of four spins 1 (\(z=2\), \(h_s=4J\)). In both, the total spin along the field is 3 at \(0.999\,h_s\) and reaches its full value of 4 at \(1.001\,h_s\). At \(0.6\,h_s\) the state \(S^-_{\rm tot}|\psi_0\rangle\) is an eigenstate at energy \(h\) above the ground state to rounding accuracy; with \(J_z=0.9J\) it is not. The full figures are in the numerical output below.

## Computed results

```
J = 0.5 meV, S = 1, z = 6, g = 2, B = 20 T
Bohr magneton = 0.057884 meV/T
field energy h = 2.3154 meV
saturation energy h_s = 6.0000 meV
saturation field = 51.83 T
cos theta = 0.3859
theta from field axis = 67.30 degrees
cos 2theta = -0.7022, sin theta = 0.9225
energy per spin, formula = -1.946738 meV
energy per spin, minimized = -1.946738 meV
k=0: X = 0.8935 meV, P = 6.0000 meV
k=Q: X = 5.1065 meV, P = 0.0000 meV
Larmor mode at k=0 = 2.3154 meV
Larmor frequency = 559.8 GHz
gapless mode at Q = 0.0000 meV
slope near Q = 1.5979 meV per unit of q*a
curvature at k=0, 20 T = 0.3584 meV per (ka)^2
curvature at k=0, 40 T = -0.2549 meV per (ka)^2
curvature changes sign at 29.92 T
gap at Q at 60 T = 0.9461 meV
omega in meV along k*a = (q,q,q)
q/pi     0 T    20 T    40 T   h=h_s    60 T
0.00  0.0000  2.3154  4.6307  6.0000  6.9461
0.25  2.1213  2.7813  4.1764  5.1213  6.0674
0.50  3.0000  3.0000  3.0000  3.0000  3.9461
0.75  2.1213  1.9862  1.5098  0.8787  1.8247
1.00  0.0000  0.0000  0.0000  0.0000  0.9461
64 spins: largest error of omega^2 = 3.6e-13 meV^2
zone-centre modes at 20 T, in meV:
 isotropic: 0.0000, 2.3154
 J_z = 0.9 J: 0.0000, 2.7282
 J_x = 1.1 J: 1.2786, 2.6927
cube S=1/2: h_s = 3.0 J, full moment = 4
 moment at 0.999 h_s = 3.000, at 1.001 h_s = 4.000
 Larmor residual at 0.6 h_s = 2.7e-15 J
 same with J_z = 0.9 J: 0.1552 J
ring S=1: h_s = 4.0 J, full moment = 4
 moment at 0.999 h_s = 3.000, at 1.001 h_s = 4.000
 Larmor residual at 0.6 h_s = 7.5e-15 J
 same with J_z = 0.9 J: 0.2166 J
```
